# Mean free path of hard spheres in a Maxwellian gas: verification in Python

```python
"""
Result under test: in a dilute Maxwellian gas of identical hard spheres the mean
free path (total path / number of free flights) is
    lambda = kT / (sqrt(2) pi d^2 p),
shorter by sqrt(2) than kT / (pi d^2 p), the path among targets held at rest.
Symbols: d sphere diameter, n number density, p pressure, T temperature,
m mass, v speed, g relative speed of two molecules.
Reduced units in the tests: d = 1, m = 1, kT = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, spherical_jn, spherical_yn

rng = np.random.default_rng(12345)


# ---------- fixed targets: cast rays through randomly placed spheres ----------
def fixed_target_path(density, trials):
    """Mean distance to first contact; centres are a Poisson set in a long tube."""
    length = 12.0 / (np.pi * density)
    total = 0.0
    for count in rng.poisson(density * 4.0 * length, trials):
        centres = rng.random((count, 3))
        across = 2.0 * centres[:, :2] - 1.0
        miss2 = (across ** 2).sum(axis=1)
        near = miss2 < 1.0
        entry = length * centres[near, 2] - np.sqrt(1.0 - miss2[near])
        entry = entry[entry > 0.0]
        total += entry.min() if entry.size else length
    return total / trials


ray_density = 0.01
ray_path = fixed_target_path(ray_density, 20000)
ray_ratio = ray_path * ray_density * np.pi
assert abs(ray_ratio - 1.0) < 0.03      # sampling error is about 0.7 percent


# ---------- moving targets: event-driven dynamics of a periodic gas ----------
def hard_sphere_dynamics(side_count, density, discard, collisions):
    """Return measured path per flight and compressibility factor pV/(NkT)."""
    number = side_count ** 3
    box = (number / density) ** (1.0 / 3.0)
    grid = np.arange(side_count) * box / side_count
    pos = np.array(np.meshgrid(grid, grid, grid)).reshape(3, -1).T.copy()
    vel = rng.normal(size=(number, 3))
    vel -= vel.mean(axis=0)
    first, second = np.triu_indices(number, 1)
    path = virial = elapsed = 0.0
    done = 0
    speeds = np.sqrt((vel ** 2).sum(axis=1))
    while done < discard + collisions:
        # within this time only the nearest periodic image can be reached
        horizon = (0.5 * box - 1.0) / (2.0 * speeds.max())
        sep = pos[first] - pos[second]
        sep -= box * np.rint(sep / box)
        rel = vel[first] - vel[second]
        approach = np.einsum('ij,ij->i', sep, rel)
        rel2 = np.einsum('ij,ij->i', rel, rel)
        sep2 = np.einsum('ij,ij->i', sep, sep)
        disc = approach ** 2 - rel2 * (sep2 - 1.0)
        hit = np.flatnonzero((approach < 0.0) & (disc > 0.0))
        times = (-approach[hit] - np.sqrt(disc[hit])) / rel2[hit]
        best = int(np.argmin(times)) if hit.size else -1
        collide = best >= 0 and times[best] <= horizon
        step = times[best] if collide else horizon
        if done >= discard:
            path += step * speeds.sum()
            elapsed += step
        pos += vel * step
        if collide:
            pair = hit[best]
            normal = sep[pair] + rel[pair] * step
            normal /= np.sqrt(normal @ normal)
            kick = rel[pair] @ normal
            vel[first[pair]] -= kick * normal
            vel[second[pair]] += kick * normal
            speeds = np.sqrt((vel ** 2).sum(axis=1))
            if done >= discard:
                virial += abs(kick)
            done += 1
    return path / (2.0 * collisions), 1.0 + virial / (elapsed * (vel ** 2).sum())


md_side, md_density, md_collisions = 4, 0.01, 15000
md_number = md_side ** 3
md_path, md_compress = hard_sphere_dynamics(md_side, md_density, 1000, md_collisions)
# Each sphere has N-1 partners; zero total momentum makes <g>/<v> = sqrt(2N/(N-1));
# finite density raises the contact rate by 1 + 5 pi n d^3 / 12.
md_contact = 1.0 + 5.0 * np.pi * md_density / 12.0
md_expected = (md_number / md_density) / (
    (md_number - 1) * np.pi * md_contact * np.sqrt(2.0 * md_number / (md_number - 1)))
assert abs(md_path / md_expected - 1.0) < 0.04   # sampling error about 0.8 percent
md_excess_expected = 2.0 * np.pi * md_density / 3.0
assert abs((md_compress - 1.0) / md_excess_expected - 1.0) < 0.10

# ---------- averages over two Maxwellian velocities by direct quadrature ----------
node, weight = np.polynomial.legendre.leggauss(100)
speed = 4.5 * (node + 1.0)
maxwell = np.sqrt(2.0 / np.pi) * speed ** 2 * np.exp(-speed ** 2 / 2.0)
prob = 4.5 * weight * maxwell
rel_speed = np.sqrt(np.maximum(
    speed[:, None, None] ** 2 + speed[None, :, None] ** 2
    - 2.0 * speed[:, None, None] * speed[None, :, None] * node, 0.0))
angle_mean = (rel_speed * weight).sum(axis=2) / 2.0
mean_v = prob @ speed
mean_g = prob @ angle_mean @ prob
assert abs(mean_v - np.sqrt(8.0 / np.pi)) < 1e-8
assert abs(mean_g / mean_v - np.sqrt(2.0)) < 1e-4
g_cubed = prob @ ((rel_speed ** 3 * weight).sum(axis=2) / 2.0) @ prob
flux_energy = g_cubed / 4.0 / mean_g          # mean collision energy in kT
assert abs(flux_energy - 2.0) < 1e-3


def mean_relative_speed(v):
    """Closed form for a molecule of speed v in a gas with kT/m = 1."""
    x = v / np.sqrt(2.0)
    return np.sqrt(2.0) * (np.exp(-x ** 2) / np.sqrt(np.pi)
                           + (x + 0.5 / x) * erf(x))


for v_test in (0.1, 0.7, 1.6, 3.0, 8.0):
    def over_angle(u):
        return quad(lambda c: np.sqrt(max(v_test**2 + u**2 - 2*v_test*u*c, 0.0)),
                    -1.0, 1.0)[0] / 2.0
    direct = quad(lambda u: np.sqrt(2/np.pi) * u**2 * np.exp(-u**2/2)
                  * over_angle(u), 0.0, 10.0, epsabs=1e-7, epsrel=1e-7)[0]
    assert abs(direct / mean_relative_speed(v_test) - 1.0) < 1e-5
molecule_average = prob @ (speed / mean_relative_speed(speed))
assert molecule_average < 0.99 / np.sqrt(2.0)   # a different definition differs
equal_speed = quad(lambda c: np.sqrt(2.0 - 2.0 * c), -1.0, 1.0)[0] / 2.0
assert abs(equal_speed - 4.0 / 3.0) < 1e-7

# ---------- worked example: argon sputtering gas, rough typical values ----------
temperature, pressure_mtorr, diameter_nm = 300.0, 5.0, 0.36
mass_u, gap_cm, fast_ev, hot_temperature = 39.95, 6.0, 5.0, 500.0
well_ev = 0.010
bohr = const.physical_constants['Bohr radius'][0]
hartree = const.physical_constants['Hartree energy'][0]
velocity_au = const.physical_constants['atomic unit of velocity'][0]
pressure = pressure_mtorr * 1e-3 * const.torr
kT = const.k * temperature
kT_ev = kT / const.e
mass = mass_u * const.atomic_mass
kT_au = kT / hartree
p_au = pressure * bohr ** 3 / hartree
d_au = diameter_nm * 1e-9 / bohr
path_au = kT_au / (np.sqrt(2.0) * np.pi * d_au ** 2 * p_au)
path_cm = path_au * bohr * 100.0
fixed_cm = kT_au / (np.pi * d_au ** 2 * p_au) * bohr * 100.0
density = pressure / kT
area = np.pi * (diameter_nm * 1e-9) ** 2
thermal = np.sqrt(kT / mass)
v_si, g_si = mean_v * thermal, mean_g * thermal
rate = density * area * g_si
assert abs(100.0 * v_si / rate / path_cm - 1.0) < 1e-4

fast_reduced = np.sqrt(2.0 * fast_ev / kT_ev)
fast_ratio = fast_reduced / mean_relative_speed(fast_reduced)
assert 0.99 < fast_ratio < 1.0
fast_cm = fixed_cm * fast_ratio
cross_right = np.exp(-gap_cm / fast_cm)
cross_wrong = np.exp(-gap_cm / path_cm)


# ---------- neglected effects ----------
def contact_area(e):
    """b^2/d^2 for a hard core with tail -well*(d/r)^6; e = energy/well."""
    return 1.0 + 1.0 / e if e >= 2.0 else 1.5 * (2.0 / e) ** (1.0 / 3.0)


radius = np.linspace(1.0, 6.0, 200001)
for e_test in (0.05, 0.5, 1.5, 2.5, 10.0):
    brute = np.min(radius ** 2 * (1.0 + radius ** -6 / e_test))
    assert abs(brute - contact_area(e_test)) < 1e-6


def attraction_factor(temp):
    """Flux-weighted mean contact area in units of pi d^2."""
    scale = const.k * temp / const.e / well_ev
    f = lambda t: t * np.exp(-t) * contact_area(t * scale)
    edge = 2.0 / scale
    return quad(f, 0.0, edge)[0] + quad(f, edge, 60.0)[0]


attract_cold = attraction_factor(temperature)
attract_hot = attraction_factor(hot_temperature)
hot_cm = path_cm * hot_temperature / temperature
hot_attract_cm = hot_cm * attract_cold / attract_hot
assert hot_attract_cm > hot_cm


def closest(energy):
    """Head-on turning point of a 12-6 potential, in units of its zero."""
    return (2.0 / (1.0 + np.sqrt(1.0 + energy / well_ev))) ** (1.0 / 6.0)


thermal_energy = 2.0 * kT_ev
fast_energy = fast_ev / 2.0              # equal masses, target nearly at rest
for energy in (thermal_energy, fast_energy):
    root = brentq(lambda s: 4*well_ev*(s**-12 - s**-6) - energy, 0.3, 1.0)
    assert abs(root - closest(energy)) < 1e-8
soft_area = (closest(fast_energy) / closest(thermal_energy)) ** 2
soft_cm = fast_cm / soft_area
cross_soft = np.exp(-gap_cm / soft_cm)


def quantum_areas(kd):
    """Total and momentum-transfer cross sections over pi d^2, partial waves."""
    order = np.arange(int(kd + 4.0 * kd ** (1.0 / 3.0) + 10))
    phase = np.arctan(spherical_jn(order, kd) / spherical_yn(order, kd))
    total = 4.0 / kd**2 * np.sum((2*order + 1) * np.sin(phase)**2)
    transfer = 4.0 / kd**2 * np.sum((order[:-1] + 1)
                                    * np.sin(phase[:-1] - phase[1:])**2)
    return total, transfer


assert abs(quantum_areas(0.01)[0] - 4.0) < 0.01   # known long-wave limit
mass_au = mass / const.m_e
wave_kd = 0.5 * mass_au * (g_si / velocity_au) * d_au
quantum_total, quantum_transfer = quantum_areas(wave_kd)
assert 1.9 < quantum_total < 2.3
assert abs(quantum_transfer - 1.0) < 0.15
packing = density * (diameter_nm * 1e-9) ** 3
density_shift = 5.0 * np.pi * packing / 12.0
assert density_shift < 1e-6

# ---------- printed numbers ----------
print(f"Ray test: density n d^3 = {ray_density:.3f}")
print(f"Ray test: path * n pi d^2 = {ray_ratio:.3f}")
print(f"Dynamics: spheres = {md_number}, collisions = {md_collisions}")
print(f"Dynamics: density n d^3 = {md_density:.3f}")
print(f"Dynamics: measured path = {md_path:.2f} d")
print(f"Dynamics: predicted path, corrected = {md_expected:.2f} d")
print(f"Dynamics: bare formula path = {1/(np.sqrt(2)*np.pi*md_density):.2f} d")
print(f"Dynamics: fixed-target path = {1/(np.pi*md_density):.2f} d")
print(f"Dynamics: pV/(NkT) measured = {md_compress:.4f}")
print(f"Dynamics: pV/(NkT) predicted = {1+md_excess_expected:.4f}")
print(f"Quadrature: <g>/<v> Maxwellian = {mean_g/mean_v:.5f}")
print(f"Quadrature: <g>/v equal speeds = {equal_speed:.5f}")
print(f"Quadrature: <v/nu(v)> * n pi d^2 = {molecule_average:.4f}")
print(f"Quadrature: mean collision energy = {flux_energy:.4f} kT")
print(f"Input: temperature = {temperature:.0f} K")
print(f"Input: pressure = {pressure_mtorr:.1f} mTorr")
print(f"Input: diameter = {diameter_nm:.2f} nm")
print(f"Input: atomic mass = {mass_u:.2f} u")
print(f"Input: gap = {gap_cm:.1f} cm")
print(f"Thermal energy kT = {kT_ev:.5f} eV")
print(f"kT in atomic units = {kT_au:.4e} hartree")
print(f"Pressure in atomic units = {p_au:.4e} hartree/bohr^3")
print(f"Diameter in atomic units = {d_au:.4f} bohr")
print(f"Mean free path in atomic units = {path_au:.4e} bohr")
print(f"Number density = {density*1e-6:.4e} cm^-3")
print(f"Collision area pi d^2 = {area*1e18:.4f} nm^2")
print(f"Mean speed = {v_si:.1f} m/s")
print(f"Mean relative speed = {g_si:.1f} m/s")
print(f"Collision rate per atom = {rate:.4e} s^-1")
print(f"Mean free path = {path_cm:.3f} cm = {path_cm*1e8:.3e} angstrom")
print(f"Fixed-target path = {fixed_cm:.3f} cm = {fixed_cm*1e8:.3e} angstrom")
print(f"Fast atom: energy = {fast_ev:.1f} eV")
print(f"Fast atom: v/v_p = {fast_reduced/np.sqrt(2):.2f}")
print(f"Fast atom: path / fixed-target path = {fast_ratio:.4f}")
print(f"Fast atom: path = {fast_cm:.3f} cm")
print(f"Uncollided crossing, fast path = {100*cross_right:.2f} %")
print(f"Uncollided crossing, thermal path = {100*cross_wrong:.2f} %")
print(f"Neglected: path/gap = {path_cm/gap_cm:.3f}")
print(f"Neglected: n d^3 = {packing:.2e}")
print(f"Neglected: density shift of rate = {density_shift:.2e}")
print(f"Neglected: well depth input = {well_ev:.3f} eV")
print(f"Attraction area factor, {temperature:.0f} K = {attract_cold:.3f}")
print(f"Attraction area factor, {hot_temperature:.0f} K = {attract_hot:.3f}")
print(f"Path at {hot_temperature:.0f} K, fixed d = {hot_cm:.3f} cm")
print(f"Path at {hot_temperature:.0f} K, with attraction = {hot_attract_cm:.3f} cm")
print(f"Soft core: thermal collision energy = {thermal_energy:.4f} eV")
print(f"Soft core: fast collision energy = {fast_energy:.2f} eV")
print(f"Soft core: fast/thermal area = {soft_area:.3f}")
print(f"Soft core: fast-atom path = {soft_cm:.2f} cm")
print(f"Soft core: uncollided crossing = {100*cross_soft:.1f} %")
print(f"Quantum: relative wave number * d = {wave_kd:.1f}")
print(f"Quantum: total area / pi d^2 = {quantum_total:.3f}")
print(f"Quantum: momentum-transfer area / pi d^2 = {quantum_transfer:.3f}")
print("PASS")
```

Running it gives:

```
Ray test: density n d^3 = 0.010
Ray test: path * n pi d^2 = 0.998
Dynamics: spheres = 64, collisions = 15000
Dynamics: density n d^3 = 0.010
Dynamics: measured path = 22.48 d
Dynamics: predicted path, corrected = 22.39 d
Dynamics: bare formula path = 22.51 d
Dynamics: fixed-target path = 31.83 d
Dynamics: pV/(NkT) measured = 1.0213
Dynamics: pV/(NkT) predicted = 1.0209
Quadrature: <g>/<v> Maxwellian = 1.41421
Quadrature: <g>/v equal speeds = 1.33333
Quadrature: <v/nu(v)> * n pi d^2 = 0.6775
Quadrature: mean collision energy = 2.0000 kT
Input: temperature = 300 K
Input: pressure = 5.0 mTorr
Input: diameter = 0.36 nm
Input: atomic mass = 39.95 u
Input: gap = 6.0 cm
Thermal energy kT = 0.02585 eV
kT in atomic units = 9.5004e-04 hartree
Pressure in atomic units = 2.2658e-14 hartree/bohr^3
Diameter in atomic units = 6.8030 bohr
Mean free path in atomic units = 2.0392e+08 bohr
Number density = 1.6094e+14 cm^-3
Collision area pi d^2 = 0.4072 nm^2
Mean speed = 398.7 m/s
Mean relative speed = 563.9 m/s
Collision rate per atom = 3.6951e+04 s^-1
Mean free path = 1.079 cm = 1.079e+08 angstrom
Fixed-target path = 1.526 cm = 1.526e+08 angstrom
Fast atom: energy = 5.0 eV
Fast atom: v/v_p = 13.91
Fast atom: path / fixed-target path = 0.9974
Fast atom: path = 1.522 cm
Uncollided crossing, fast path = 1.94 %
Uncollided crossing, thermal path = 0.38 %
Neglected: path/gap = 0.180
Neglected: n d^3 = 7.51e-09
Neglected: density shift of rate = 9.83e-09
Neglected: well depth input = 0.010 eV
Attraction area factor, 300 K = 1.335
Attraction area factor, 500 K = 1.212
Path at 500 K, fixed d = 1.798 cm
Path at 500 K, with attraction = 1.981 cm
Soft core: thermal collision energy = 0.0517 eV
Soft core: fast collision energy = 2.50 eV
Soft core: fast/thermal area = 0.591
Soft core: fast-atom path = 2.57 cm
Soft core: uncollided crossing = 9.7 %
Quantum: relative wave number * d = 63.9
Quantum: total area / pi d^2 = 2.122
Quantum: momentum-transfer area / pi d^2 = 1.011
PASS
```
